# When a growing diamond crystal becomes a cube or an octahedron

To predict the outline of a diamond crystal from a growth recipe, one must decide which face planes to keep. If the {111} planes are dropped, the crystal is a cube; if the {100} planes are dropped, it is an octahedron; if both are kept, the areas of two kinds of face must be followed. The decision rests on the ratio of two speeds,

\[
\alpha=\sqrt3\,\frac{v_{100}}{v_{111}},
\]

where \(v_{100}\) and \(v_{111}\) are the speeds at which the faces advance along their own normals. For long growth at constant speeds the cube results when \(\alpha\le1\) and the octahedron when \(\alpha\ge3\), under conditions that the derivation brings out.

Take a free crystal grown from a finite convex seed, without twins, with the origin inside the seed. All six {100} faces advance at \(v_{100}\) and all eight {111} faces at \(v_{111}\). Every other kind of face is assumed, for now, to be too fast to survive. The plane with unit normal \(\mathbf n_i\) starts at distance \(h_i(0)\) from the origin, so that, once any other faces of the seed have grown out, the crystal at time \(t\) is the set of points behind all fourteen planes:

\[
\mathbf n_i\cdot\mathbf x\le h_i(0)+v_i t .
\]

If the seed lacks a certain face, its plane starts where it just touches the seed. This assumes that a missing face forms as soon as the crystal would otherwise overrun its plane; a face that is slow to nucleate would appear later than the model says.

Dividing by \(t\) gives

\[
\mathbf n_i\cdot\frac{\mathbf x}{t}\le v_i+\frac{h_i(0)}{t}.
\]

The last term tends to zero, so the scaled crystal forgets its seed and tends to a shape fixed by the speeds alone. "Steady growth" means this limit: the size increases while the proportions stay the same.

For a seed with cubic symmetry, let \(a\) and \(b\) be the starting distances of the {100} and {111} planes, and write

\[
h_{100}=a+v_{100}t,\qquad h_{111}=b+v_{111}t .
\]

The {100} planes require \(|x|,|y|,|z|\le h_{100}\). The {111} normals are \((\pm1,\pm1,\pm1)/\sqrt3\), which give \(\pm x\pm y\pm z\le\sqrt3\,h_{111}\) for all eight choices of sign. The strictest choice makes every term positive, so the eight conditions are equivalent to one:

\[
|x|+|y|+|z|\le\sqrt3\,h_{111}.
\]

Apart from size, the shape therefore depends on the single number

\[
s=\frac{\sqrt3\,h_{111}}{h_{100}}\;\longrightarrow\;\frac{\sqrt3\,v_{111}}{v_{100}}=\frac{3}{\alpha},
\]

where the last step uses \(v_{111}/v_{100}=\sqrt3/\alpha\).

Consider first the cube \(|x|,|y|,|z|\le h_{100}\). The largest value of \(|x|+|y|+|z|\) on it is \(3h_{100}\), reached at the corners. The {111} planes remove nothing if this does not exceed \(\sqrt3\,h_{111}=s\,h_{100}\), that is, if \(s\ge3\). In steady growth this reads

\[
\frac3\alpha\ge3\quad\Longleftrightarrow\quad\alpha\le1 .
\]

A cube corner lies at distance \(\sqrt3\,h_{100}\) from the centre and so moves outward along <111> at \(\sqrt3\,v_{100}\). Thus \(\alpha\) is the speed of the cube corner divided by that of the {111} plane. In the steady shape, a plane at least as fast as the corner does not cut it.

For the other limit take the octahedron \(|x|+|y|+|z|\le\sqrt3\,h_{111}\). Its tips lie on the cube axes at distance \(\sqrt3\,h_{111}\). The {100} planes remove nothing if \(\sqrt3\,h_{111}\le h_{100}\), that is, if \(s\le1\), which in steady growth means

\[
\frac3\alpha\le1\quad\Longleftrightarrow\quad\alpha\ge3 .
\]

The two limits differ by a factor of three because each contributes one factor \(\sqrt3\): the cube corner is \(\sqrt3\) times as far out as the cube face, and the octahedron tip is \(\sqrt3\) times as far out as the octahedron face. Listing the corners of the fourteen-plane body numerically and bisecting on \(\alpha\) puts the two changes at 1.0000 and 3.0000, as the numerical output shows.

Between the limits both families are present. Set \(h_{100}=1\) and look at the face \(x=1\). On it \(|y|+|z|\le s-1\) and \(|y|,|z|\le1\). For \(1\le s\le2\) the first condition implies the second, and the face is a square with diagonals \(2(s-1)\). For \(2\le s\le3\) the face is the full square of area 4 without its four corners, each a right triangle with legs \(3-s\). Hence

\[
A_{100}=\begin{cases}2(s-1)^2, & 1\le s\le2,\\[2pt] 4-2(3-s)^2, & 2\le s\le3.\end{cases}
\]

A {111} face lies in the plane \(x+y+z=s\) with \(x,y,z\ge0\), because a negative coordinate would make \(|x|+|y|+|z|\) larger than \(s\). This is an equilateral triangle of side \(\sqrt2\,s\) and area \(\tfrac{\sqrt3}{2}s^2\). The conditions \(x,y,z\le1\) remove three similar triangles, with \(s\) replaced by \(s-1\). For \(s\le2\) these do not overlap. For \(s>2\) each pair overlaps in a triangle with \(s-2\) in place of \(s\), which has been subtracted twice and must be added back once:

\[
s^2-3(s-1)^2+3(s-2)^2=s^2-6s+9=(3-s)^2 .
\]

Therefore

\[
A_{111}=\frac{\sqrt3}{2}\begin{cases}s^2-3(s-1)^2, & 1\le s\le2,\\[2pt] (3-s)^2, & 2\le s\le3.\end{cases}
\]

For \(1<\alpha<3/2\) the steady crystal is a cube with separate triangular {111} faces at its corners. At \(\alpha=3/2\), where \(s=2\), the triangles meet and the shape is a cuboctahedron. For \(3/2<\alpha<3\) the {111} faces are hexagons and the {100} faces are separate squares, which shrink to points at \(\alpha=3\).

A real run is finite, so the time needed to lose a face matters. Restoring the size, the triangular cut at a cube corner has leg

\[
\ell=3h_{100}-\sqrt3\,h_{111}
=3a-\sqrt3\,b+(3v_{100}-\sqrt3\,v_{111})\,t .
\]

For \(\alpha<1\) the coefficient of \(t\) is negative. Setting \(\ell=0\) and dividing numerator and denominator by \(\sqrt3\) gives the time at which the {111} faces vanish,

\[
t_{111}=\frac{\sqrt3\,a-b}{v_{111}-\sqrt3\,v_{100}}
=\frac{\sqrt3\,a-b}{v_{111}(1-\alpha)} .
\]

Likewise, the half-diagonal of a separate {100} square is \(m=\sqrt3\,h_{111}-h_{100}\). For \(\alpha>3\) it reaches zero at

\[
t_{100}=\frac{\sqrt3\,b-a}{v_{100}-\sqrt3\,v_{111}} .
\]

For a seed that has both kinds of face, these times grow without bound as \(\alpha\) approaches its limit, so such a crystal with \(\alpha\) slightly below one can still carry {111} faces when the run ends. Once a face has gone, its plane in the formula runs ahead of the crystal. This does no harm at constant speeds: even if the plane were put back in touch with the corner, it would outrun it again. If the recipe changes during growth, however, the calculation must restart from the actual crystal, with the lost planes touching it.

Exactly at the limits the losing faces do not vanish if the seed has them. At \(\alpha=1\) the length \(\ell\) is conserved, and once the {111} faces are separate triangles each has the constant area \(\tfrac{\sqrt3}{2}\ell^2\). At \(\alpha=3\) the length \(m\) is conserved, and each separate {100} square keeps the area \(2m^2\). The rest of the crystal grows, so the share of these faces tends to zero and the scaled shape still tends to the cube or the octahedron.

A seed with \(a=b=0.50\) µm shows this. With \(v_{100}=1\) µm/h and \(v_{111}=\sqrt3\) µm/h, so that \(\alpha=1\), the {111} faces touch on the seed and are clipped to hexagons of 0.301 µm² each. As they separate, their area rises to

\[
\tfrac{\sqrt3}{2}\,(3\times0.50-\sqrt3\times0.50)^2=0.348\ \text{µm}^2
\]

and stays there. Their share of the surface falls from 60 % to 0.38 % in 5 h. With the two speeds interchanged, \(\alpha=3\); each {100} face keeps its 0.268 µm² from the start, while the share of that family falls from 40 % to 0.26 %.

The assumption about other faces can now be made precise. A face with normal \(\mathbf n\) stays absent from the steady shape if its speed is at least the largest value of \(\mathbf n\cdot\mathbf x\) on that shape, taken at unit time. In units of \(v_{100}\), the largest \(x+y\) is 2 if the cube conditions decide and \(s\) if the octahedron condition decides, so

\[
v_{110}\ge\frac{\min(2,s)}{\sqrt2}\,v_{100}.
\]

For {113} the quantity to maximize is \(x+y+3z\). When \(s\le1\) the tip gives \(3s\). When \(1\le s\le3\), writing it as \((x+y+z)+2z\) shows that it is at most \(s+2\), a value reached at \(z=1\), \(x+y=s-1\). When \(s\ge3\) the cube corner gives 5. Thus

\[
v_{113}\ge\frac{v_{100}}{\sqrt{11}}\times
\begin{cases}3s,& s\le1,\\ s+2,&1\le s\le3,\\ 5,&s\ge3.\end{cases}
\]

If either condition fails, the crystal has additional faces and \(\alpha\) alone no longer determines its shape.

Twinning is a further limitation. Let a {111} twin nucleate at a point on a host face and grow with the same face speeds, but with its lattice turned by 180° about \(\mathbf m=(1,1,1)/\sqrt3\). The host normal \(\mathbf n\), seen from the twin lattice, is \(2(\mathbf m\cdot\mathbf n)\mathbf m-\mathbf n\). The twin stands out if its largest outward speed along this direction exceeds the speed of the host face. If it is smaller, the host buries the twin; if the two speeds are equal, the twin stays level with the host.

For the host face (001) the turned normal is \((2,2,-1)/3\). By symmetry one must maximize \(2|x|+2|y|+|z|\), which equals \(2s\) for \(s\le2\), \(s+2\) for \(2\le s\le3\) and 5 beyond. The speed ratio of twin to host is therefore

\[
r_{100}=\tfrac13\times\begin{cases}2s,&s\le2,\\ s+2,&2\le s\le3,\\5,&s\ge3.\end{cases}
\]

It exceeds one when \(s>3/2\), that is, when \(\alpha<2\). For a {111} host face inclined to the twin plane, such as \((1,1,-1)/\sqrt3\), the turned normal is \((-1,-1,5)/(3\sqrt3)\). The largest value of \(|x|+|y|+5|z|\) is \(5s\) for \(s\le1\) and \(s+4\) for \(1\le s\le3\). Dividing by \(3\sqrt3\) and by the host speed \(v_{111}/v_{100}=s/\sqrt3\) gives

\[
r_{111}=\begin{cases}5/3,&s\le1,\\ (s+4)/(3s),&1\le s<3,\end{cases}
\]

which exceeds one when \(s<2\), that is, when \(\alpha>3/2\). In this model no value of \(\alpha\) protects every face: below 2 the {100} faces are open to twins, and above 3/2 the inclined {111} faces are. Faster growth in the grooves between twin and host is left out.

Now compare three recipes, with the seed (\(a=b=0.50\) µm) and the growth time (5.0 h) held fixed. Recipe A has \(v_{100}=0.50\) and \(v_{111}=1.20\) µm/h, so \(\alpha=\sqrt3\times0.50/1.20=0.722\). Its {111} faces vanish at

\[
t_{111}=\frac{(\sqrt3-1)\times0.50}{1.20-\sqrt3\times0.50}=1.10\ \text{h},
\]

and a cube of edge \(2(0.50+0.50\times5.0)=6.00\) µm remains.

Recipe B has \(v_{100}=1.00\) and \(v_{111}=0.90\) µm/h, so \(\alpha=1.925\) and the steady value of \(s\) is 1.559. Both families survive. After 5 h, \(h_{100}=5.5\) µm and \(h_{111}=5.0\) µm, so the width along <100> is 11.0 µm. The area formulas give the {100} faces a share

\[
\frac{6A_{100}}{6A_{100}+8A_{111}}=27.7\,\%,
\]

against 26.6 % in steady growth. The small difference is what remains of the seed.

Recipe C has \(v_{100}=2.00\) and \(v_{111}=1.00\) µm/h, so \(\alpha=3.464\). Its {100} faces vanish at

\[
t_{100}=\frac{(\sqrt3-1)\times0.50}{2.00-\sqrt3\times1.00}=1.37\ \text{h}.
\]

The final octahedron measures \(2\sqrt3\,(0.50+1.00\times5.0)=19.05\) µm from tip to tip. Its edge is shorter than this by a factor \(\sqrt2\), which gives 13.47 µm. The faster {100} faces are the ones that disappear: a face that is fast enough grows out of the crystal, and the slower faces are left to bound it. Being faster is not sufficient by itself: in recipe B the {100} faces are also the faster ones, yet they survive.

These speeds are round values chosen for the rough regime of microwave-plasma diamond growth near 1100 K and 30 Torr; real speeds vary widely with power, gas mixture and impurities. For C to tend to a plain octahedron in steady growth, {110} faces must advance at 1.23 µm/h or more and {113} faces at 1.57 µm/h or more (limits rounded up). For A, which tends to a cube, the corresponding speeds are 0.71 and 0.76 µm/h. Whether real faces are this fast must be checked for each recipe; {113} faces in particular are often seen on microwave-plasma crystals. These are limits for long growth: {113} faces on A or C and {110} faces on A that are only slightly faster can appear early, while the seed still matters, and remain after 5 h. The {110} faces on C cannot, because \(s<2\) from the seed on, so the octahedron edges move at the limiting speed throughout. Twinning can also alter the shape. A twin on a {100} face of A, or on an inclined {111} face of C, moves outward 1.67 times as fast as its host. For B the ratios are 1.04 on {100} and 1.19 on {111}. A crystal on a substrate also shows only its exposed part, and neighbouring crystals can stop its growth.

If each speed follows an Arrhenius law, temperature changes \(\alpha\) through the difference \(\Delta E\) between the two activation energies. To first order the relative change of \(\alpha\) has magnitude \(|\Delta E|\,\delta T/(k_{\mathrm B}T^2)\), with a sign that depends on which energy is larger. An assumed difference of 0.30 eV gives 2.9 % for 10 K. Recipe C reaches the limit \(\alpha=3\) after a fall of 13.4 %, so on this estimate a drift of several tens of kelvin in the unfavourable direction would bring the {100} faces back.

The remaining neglected effects can be estimated in the same way, again from rough assumed inputs. A surface energy of 5 J/m² shifts the chemical potential at the seed by 0.0075 \(k_{\mathrm B}T\) per atom, which is minor if the driving force for growth is of order \(k_{\mathrm B}T\) or more. With \(10^{13}\) methyl radicals per cm³, the fastest face uses about 3 % of those that arrive, which suggests that the methyl supply is nearly even over the crystal; the supply of atomic hydrogen, which also affects growth, is not estimated here. The gas mean free path, about 10 µm for an assumed hard-sphere diameter of 0.29 nm for hydrogen, is comparable with the crystal size, so a continuum diffusion model would not be reliable here. A heat flux of 100 W/cm² through diamond with a conductivity of 5 W/(cm K) produces a drop of only 0.04 K across crystal C. On these estimates, temperature threatens the predicted shape through drift of the whole crystal during the run, and hardly through differences within it.

## Calculated quantities

```
{111} faces appear above alpha = 1.0000
{100} faces vanish from alpha = 3.0000
alpha=1, {111} area share: seed 60.0 %, 5 h 0.38 %
alpha=1, {111} one face: seed 0.301, 5 h 0.348 um2
alpha=3, {100} area share: seed 40.0 %, 5 h 0.26 %
alpha=3, {100} one face: seed 0.268, 5 h 0.268 um2
seed plane distances, both families: 0.50 um
growth time: 5.0 h
A: v100 = 0.50, v111 = 1.20 um/h
A: alpha = 0.722, steady s = 4.157
A: corners after growth = 8
A: {111} faces lost at 1.096 h
A: width along <100> = 6.00 um
A: shortest edge = 6.00 um
A: {100} area share at 5 h = 100.0 %
A: steady {100} share = 100.0 %
A: least v110 = 0.707, v113 = 0.754 um/h
A: twin/host speed on {100} = 1.667
B: v100 = 1.00, v111 = 0.90 um/h
B: alpha = 1.925, steady s = 1.559
B: corners after growth = 24
B: width along <100> = 11.00 um
B: shortest edge = 3.31 um
B: {100} area share at 5 h = 27.7 %
B: steady {100} share = 26.6 %
B: least v110 = 1.102, v113 = 1.073 um/h
B: twin/host speed on {100} = 1.039
B: twin/host speed on {111} = 1.189
C: v100 = 2.00, v111 = 1.00 um/h
C: alpha = 3.464, steady s = 0.866
C: corners after growth = 6
C: {100} faces lost at 1.366 h
C: width along <100> = 19.05 um
C: shortest edge = 13.47 um
C: {100} area share at 5 h = 0.0 %
C: steady {100} share = 0.0 %
C: least v110 = 1.225, v113 = 1.567 um/h
C: twin/host speed on {111} = 1.667
gas and crystal: 1100 K, 30 Torr
assumed activation-energy gap: 0.30 eV
alpha change for 10 K: 2.9 %
C: fall of alpha that reaches 3: 13.4 %
assumed surface energy: 5.0 J/m2
surface-energy shift at seed: 0.0075 kT per atom
assumed methyl density: 1e+13 cm^-3
methyl used / arriving, fastest face: 3.1 %
assumed gas molecule diameter: 0.29 nm
gas mean free path: 10.2 um
assumed heat flux: 100 W/cm2
assumed heat conductivity: 5.0 W/(cm K)
temperature drop across C: 0.038 K
```
